\section*{Shift vector and shift current of the Rice-Mele chain}

A direct current changes sign under inversion, whereas the square of a spatially uniform light field does not. When the wave vector of the light is neglected, a direct current quadratic in the field can therefore appear only in a crystal without an inversion centre. The Rice-Mele chain shows what this requires. Its cell of length $a$ holds a site A of energy $+\Delta$ at the origin and a site B of energy $-\Delta$ at $a/2+u$. The bond inside the cell has strength $t+\delta$, the bond to the next cell $t-\delta$. Reflection about a bond centre exchanges A and B, so it reverses $\Delta$. Reflection about site A reverses $\delta$ and $u$ together. The current must thus be odd in $\Delta$ and odd in the pair $(\delta,u)$: a staggered potential alone, or dimerization alone, gives nothing. Dimensions fix the rest of the form. If each absorbed photon displaces an electron of charge $-e$ by a length $R$, the current is $-e$ times the excitation rate per unit length times $R$. For a field amplitude $E_0$ it scales as $(e/\hbar)(eE_0a)^2$ divided by an energy. What must be found is $R$.

Consider independent electrons in a clean crystal with time-reversal symmetry, filled valence bands $v$ and empty conduction bands $c$. The bands are non-degenerate at the wave vectors used, and spin only doubles the result. The field $E(t)\hat e$, with $E(t)=E_0\cos\omega t$ and $\hat e$ real, is uniform and linearly polarized, and enters through $H=H_0+eE(t)\,\hat e\cdot\mathbf x$. Write Bloch states as $e^{i\mathbf k\cdot\mathbf x}u_n$ and a general state with coefficients $c_n(\mathbf k)$. Since $x^a e^{i\mathbf k\cdot\mathbf x}=-i\partial_a e^{i\mathbf k\cdot\mathbf x}$, with $\partial_a=\partial/\partial k_a$, integration by parts moves the derivative onto $c_nu_n$ and gives
\begin{equation}
(x^a c)_n=i\partial_a c_n+A^a_nc_n+\sum_{m\ne n}r^a_{nm}c_m,
\end{equation}
where $A^a_n=i\langle u_n|\partial_a u_n\rangle$ and $r^a_{nm}=i\langle u_n|\partial_a u_m\rangle$. The first two terms form the intraband part $x_i^a$, the last the interband part $x_e^a$. For any operator $O$ diagonal in $\mathbf k$,
\begin{equation}
[x^a_i,O]_{nm}=iO_{nm;a},\qquad O_{nm;a}=\partial_aO_{nm}-i(A^a_n-A^a_m)O_{nm}.
\end{equation}

The density matrix obeys $i\hbar\dot\rho=[H,\rho]$. Initially $\rho_{vv}=1$ and $\rho_{cc}=0$ at all $\mathbf k$, so $x_i$ commutes with it, and to first order only elements between $c$ and $v$ arise. With $r_{cv}=\hat e\cdot\mathbf r_{cv}$ and $E_{cv}=E_c-E_v$, they satisfy $i\hbar\dot\rho_{cv}=E_{cv}\rho_{cv}+eE(t)r_{cv}$. Switching the field on as $e^{\eta t/\hbar}$, $\eta\to0^+$, turns $i\hbar\partial_t$ into $\pm\hbar\omega+i\eta$, hence
\begin{equation}
\rho_{cv}=\frac{eE_0r_{cv}}{2}\left[\frac{e^{-i\omega t}}{\hbar\omega-E_{cv}+i\eta}+\frac{e^{i\omega t}}{-\hbar\omega-E_{cv}+i\eta}\right].
\end{equation}

The current is $-e\,d\langle x^a\rangle/dt$ per unit volume. The interband part of $x^a$ contributes no direct current. Its second-order, zero-frequency value varies as $e^{2\eta t/\hbar}$, so its time derivative is $2\eta/\hbar$ times that value. The value stays finite: where a derivative of the resonant pole occurs, integration by parts in $\mathbf k$ leaves a simple pole, provided the resonance does not sit at a band edge. The contribution vanishes with $\eta$.

For the intraband part, $\dot x_i^a=(i\hbar)^{-1}[x_i^a,H]$ has three pieces. The commutator with $H_0$ is the band velocity $\partial_aE_n/\hbar$, weighted by the populations. The commutator with $eE\,\hat e\cdot\mathbf x_i$ is diagonal. It multiplies populations that have no first-order change, so to second order it supplies no direct current. The commutator with $eE\,\hat e\cdot\mathbf x_e$ is $ieE\,r_{nm;a}$. For each pair of bands this last piece gives
\begin{equation}
J=-\frac{e^2}{\hbar}\int\!\frac{d^dk}{(2\pi)^d}\;\overline{E(t)\,2\,\mathrm{Re}\,[r_{vc;a}\rho_{cv}]},
\end{equation}
the bar being a time average. The average pairs each exponential in $\rho_{cv}$ with its conjugate in $E(t)$, which supplies a factor $E_0/2$:
\begin{equation}
J=-\frac{e^3E_0^2}{4\hbar}\int\!\frac{d^dk}{(2\pi)^d}\,2\,\mathrm{Re}\left\{r_{vc;a}r_{cv}\left[\frac{1}{\hbar\omega-E_{cv}+i\eta}+\frac{1}{-\hbar\omega-E_{cv}+i\eta}\right]\right\}.
\end{equation}

Now set $r_{cv}=|r|e^{i\varphi}$, so that $r_{vc}=|r|e^{-i\varphi}$. The covariant derivative is
\begin{equation}
r_{vc;a}=\left[\partial_a|r|-i|r|\partial_a\varphi-i(A_v^a-A_c^a)|r|\right]e^{-i\varphi},
\end{equation}
and therefore
\begin{equation}
r_{vc;a}r_{cv}=\tfrac12\partial_a|r|^2+i|r|^2R,\qquad
R=A^a_c-A^a_v-\partial_a\varphi .
\end{equation}
This $R$ is the shift vector, more precisely its component along $a$. Time reversal allows $u_n(-\mathbf k)=u_n^*(\mathbf k)$. Then $r_{cv}(-\mathbf k)=r_{cv}^*(\mathbf k)$ and $A_n(-\mathbf k)=A_n(\mathbf k)$, so $|r|^2$ and $R$ are even while $\partial_a|r|^2$ is odd. The odd term integrates to zero against the even energy denominators. The second-order populations generated by $|r|^2$ are even too, and cancel against the odd band velocity. In what remains, $i|r|^2R$ needs the imaginary part of the pole, $-i\pi\delta(\hbar\omega-E_{cv})$. Their product is $\pi|r|^2R\,\delta$, and
\begin{equation}
J=-e\int\!\frac{d^dk}{(2\pi)^d}\,\frac{2\pi}{\hbar}\left(\frac{eE_0}{2}\right)^{2}|r|^2\,R\;\delta(E_{cv}-\hbar\omega),
\label{eq:J}
\end{equation}
summed over band pairs. Everything except $-eR$ is the golden-rule rate. That $R$ is a displacement can be seen from a narrow valence packet $c_v$. Its centre is the mean of $-\partial_a\arg c_v+A_v^a$. The excited packet has $c_c\propto r_{cv}c_v$, so its centre is the mean of $-\partial_a\arg c_v-\partial_a\varphi+A_c^a$, and the difference is $R$.

The phases of Bloch functions are arbitrary, and $R$ must not depend on them. Let $u_n\to e^{i\theta_n(\mathbf k)}u_n$ with smooth $\theta_n$. Then $A_n^a\to A_n^a-\partial_a\theta_n$. In $r_{cv}$ the derivative of $e^{i\theta_v}$ multiplies $\langle u_c|u_v\rangle=0$, so $r_{cv}\to e^{i(\theta_v-\theta_c)}r_{cv}$ and $\varphi\to\varphi+\theta_v-\theta_c$. The change of $R$ is
\begin{equation}
-\partial_a\theta_c+\partial_a\theta_v-\partial_a(\theta_v-\theta_c)=0 .
\end{equation}
An equivalent form needs no smooth phases. For a small step $q$ along $a$, $\langle c_k|c_{k+q}\rangle\simeq1-iqA_c$ and $\langle v_{k+q}|v_k\rangle\simeq1+iqA_v$, so
\begin{equation}
R=-\lim_{q\to0}\frac1q\arg\left[r_{vc}(k)\langle c_k|c_{k+q}\rangle r_{cv}(k+q)\langle v_{k+q}|v_k\rangle\right],
\end{equation}
in which the phase factor of each state cancels. Where $r_{cv}=0$ the phase $\varphi$, and with it $R$, is undefined. The current contains $|r|^2R=\mathrm{Im}(r_{vc;a}r_{cv})$, which remains regular.

For two bands in one dimension, write $H=\mathbf d\cdot\boldsymbol\sigma$, $\varepsilon=|\mathbf d|$, $\mathbf n=\mathbf d/\varepsilon$, with primes for $d/dk$. Choose phases with $A_c=A_v=0$ near the point considered. Then $|v'\rangle=-ir_{cv}|c\rangle$, and the projector $P_v=|v\rangle\langle v|$ has
\begin{equation}
\langle c|P_v'|v\rangle=-ir_{cv},\qquad \langle v|P_v''|c\rangle=ir_{vc;k}.
\end{equation}
Their product is $r_{vc;k}r_{cv}=\mathrm{Tr}[P_vP_v''P_cP_v']$, which is gauge invariant. Insert $P_{v,c}=(1\mp\mathbf n\cdot\boldsymbol\sigma)/2$. The part of $\mathbf n''$ along $\mathbf n$ drops out between $P_v$ and $P_c$. The perpendicular part $\mathbf n''_\perp$ anticommutes with $\mathbf n\cdot\boldsymbol\sigma$ and converts $P_c$ into $P_v$:
\begin{equation}
r_{vc;k}r_{cv}=\tfrac14\mathrm{Tr}\left[P_v(\mathbf n''_\perp\!\cdot\boldsymbol\sigma)(\mathbf n'\!\cdot\boldsymbol\sigma)\right]
=\tfrac14\mathbf n'\!\cdot\mathbf n''+\tfrac i4\,\mathbf n\cdot(\mathbf n'\times\mathbf n'').
\end{equation}
The same trace with $P_v'$ in place of $P_v''$ gives $|r|^2$. Hence
\begin{equation}
|r|^2=\tfrac14|\mathbf n'|^2,\qquad |r|^2R=\tfrac14\,\mathbf n\cdot(\mathbf n'\times\mathbf n'').
\end{equation}

In the chain the position operator is taken to be diagonal in the site orbitals, with no dipole element between A and B. The off-diagonal element of $H$, with true site positions in the phases, is then
\begin{equation}
h=d_x-id_y=e^{iku}\,(2t\cos\theta+2i\delta\sin\theta),\qquad\theta=ka/2 .
\end{equation}
Take $t>|\delta|$ and begin with $u=0$, where $\mathbf d=(2t\cos\theta,-2\delta\sin\theta,\Delta)$. With $m^2=\Delta^2+4\delta^2$ and $M^2=\Delta^2+4t^2$,
\begin{equation}
\varepsilon^2-m^2=4(t^2-\delta^2)\cos^2\theta,\qquad M^2-\varepsilon^2=4(t^2-\delta^2)\sin^2\theta .
\end{equation}
Thus $\varepsilon$ runs from $m$ to $M$, and the gap is $2m$. Differentiating $\varepsilon^2$ gives $2\varepsilon\varepsilon'=-2a(t^2-\delta^2)\sin ka$, so
\begin{equation}
\varepsilon'^2=\frac{a^2(\varepsilon^2-m^2)(M^2-\varepsilon^2)}{4\varepsilon^2}
=\frac{a^2}{4}\left(m^2+M^2-\varepsilon^2-\frac{m^2M^2}{\varepsilon^2}\right).
\label{eq:slope}
\end{equation}
Also $|\mathbf d'|^2=a^2(t^2\sin^2\theta+\delta^2\cos^2\theta)=\frac{a^2}4(m^2+M^2-\Delta^2-\varepsilon^2)$. Therefore
\begin{equation}
|\mathbf n'|^2=\frac{|\mathbf d'|^2-\varepsilon'^2}{\varepsilon^2}=\frac{a^2}{4\varepsilon^4}(m^2M^2-\Delta^2\varepsilon^2).
\end{equation}
In the triple product, terms proportional to $\mathbf d$ or repeated in $\mathbf d'$ drop out. Since $(\mathbf d'\times\mathbf d'')_z=-a^3t\delta/2$,
\begin{equation}
\mathbf n\cdot(\mathbf n'\times\mathbf n'')=\frac{\mathbf d\cdot(\mathbf d'\times\mathbf d'')}{\varepsilon^3}=-\frac{a^3t\delta\Delta}{2\varepsilon^3}.
\end{equation}

A displacement $u$ leaves the energies alone but rotates $\mathbf n$ about $\hat z$ by the angle $-ku$. In the rotating frame $d/dk$ becomes $d/dk-u\,\hat z\times$. Expanding both derivatives in the triple product, and using $\mathbf n\cdot\mathbf n''=-|\mathbf n'|^2$, yields the additional terms
\begin{equation}
-u\left(3n_z|\mathbf n'|^2+n_z''\right)+3u^2n_z(\mathbf n\times\mathbf n')_z-u^3n_z(1-n_z^2).
\end{equation}
Here $n_z=\Delta/\varepsilon$ and $(\mathbf n\times\mathbf n')_z=-2at\delta/\varepsilon^2$. Differentiating (\ref{eq:slope}) gives $\varepsilon''=\frac{a^2}4(m^2M^2/\varepsilon^3-\varepsilon)$, so that
\begin{equation}
n_z''=\Delta\left(\frac{2\varepsilon'^2}{\varepsilon^3}-\frac{\varepsilon''}{\varepsilon^2}\right)
=\frac{\Delta a^2}{4}\left[\frac{2(m^2+M^2)}{\varepsilon^3}-\frac1\varepsilon-\frac{3m^2M^2}{\varepsilon^5}\right].
\end{equation}
The $m^2M^2$ terms cancel in the sum $3n_z|\mathbf n'|^2+n_z''$. With $m^2+M^2=2\Delta^2+4t^2+4\delta^2$ it equals $\frac{\Delta a^2}{4\varepsilon^3}[\Delta^2+8(t^2+\delta^2)-\varepsilon^2]$. Collecting all terms,
\begin{align}
|r|^2R&=-\frac{\Delta}{8\varepsilon^3}\Big\{a^3t\delta+\frac{ua^2}2\left[\Delta^2+8(t^2+\delta^2)-\varepsilon^2\right]\nonumber\\
&\qquad\qquad+12u^2at\delta+2u^3(\varepsilon^2-\Delta^2)\Big\},
\label{eq:S}\\
|r|^2&=\frac14\left\{\frac{a^2(m^2M^2-\Delta^2\varepsilon^2)}{4\varepsilon^4}+\frac{4uat\delta}{\varepsilon^2}+\frac{u^2(\varepsilon^2-\Delta^2)}{\varepsilon^2}\right\}.
\label{eq:r2}
\end{align}
The second line is $\frac14|\mathbf n'-u\hat z\times\mathbf n|^2$ written out. Both parities found at the start are present in (\ref{eq:S}).

The limit of isolated dimers, $t=\delta$, tests the geometry. With $T=2t$ and $b=a/2+u$, the energy is $\varepsilon^2=\Delta^2+T^2$. The braces in (\ref{eq:S}) become $2T^2b^3$ and $|r|^2=b^2T^2/4\varepsilon^2$, so $R=-b\Delta/\varepsilon$. This is what direct counting gives: the weight on B is $(1+\Delta/\varepsilon)/2$ in the lower state and $(1-\Delta/\varepsilon)/2$ in the upper one. For $\Delta>0$ the electron moves from B towards A, to the left, and the electric current flows to the right.

In the extended chain two wave numbers $\pm k$ are resonant at $\varepsilon=\hbar\omega/2$. Since $E_{cv}=2\varepsilon$, $\int dk\,\delta(2\varepsilon_k-\hbar\omega)=1/|\varepsilon'|$. Equation (\ref{eq:J}) in one dimension becomes, per spin and for $m<\varepsilon<M$,
\begin{equation}
J=-\frac{e^3E_0^2}{4\hbar}\;|r|^2R\;\frac{2\varepsilon}{a\sqrt{(\varepsilon^2-m^2)(M^2-\varepsilon^2)}} .
\label{eq:Jchain}
\end{equation}
For equally spaced sites this reduces to
\begin{equation}
J=\frac{e^3E_0^2a^2\,t\delta\Delta}{16\hbar\,\varepsilon^2\sqrt{(\varepsilon^2-m^2)(M^2-\varepsilon^2)}}\qquad(u=0).
\end{equation}
The inverse square roots at both edges come from the one-dimensional density of states. Broadening must cut them off, and the derivation itself excluded a resonance exactly at an edge.

A test that uses neither perturbation theory nor the shift vector is to evolve the Schr\"odinger equation under a pulse. With $e=\hbar=a=1$, replace $k$ by $k+A(t)$, where $A=0.003\,e^{-t^2/128}\cos2.6t$ and $E=-dA/dt$, and take $t=1$, $\delta=0.3$, $\Delta=0.4$ for the chain. Averaging over both signs of the field removes odd orders. The charge moved should be $-\int\frac{dk}{2\pi}|\tilde E(2\varepsilon)|^2|r|^2R$, with $\tilde E$ the Fourier transform of the pulse. For $u=0$ the evolution gives $2.2581\times10^{-6}$ and the formula $2.2586\times10^{-6}$; for $u=-0.03$ they give $1.4700\times10^{-6}$ and $1.4703\times10^{-6}$. Sign, size and the effect of site displacement all agree.

For an example in practical units take $t=2.5$ eV, $\delta=0.25$ eV, $\Delta=0.6$ eV, $a=0.245$ nm and $u=-0.003$ nm, so that the stronger bond is the shorter one. The field is 0.1 MV/cm along the chain and the photon energy 2.0 eV, hence $\varepsilon=1.0$ eV. Then $m^2=0.61$ eV$^2$ and $M^2=25.36$ eV$^2$, the gap is 1.56 eV and the resonance lies at $ka=2.890$. In (\ref{eq:S}), with lengths in units of $a$, the braces are $0.625-0.305+0.001=0.321$ eV$^2$, so $|r|^2R=-0.0241\,a^3$. Equation (\ref{eq:r2}) gives $|r|=0.237$ nm. The shift is $R=-0.0063$ nm, far shorter than a bond.

The gauge dependence of its parts can be seen at this point. Start from phases that make both $A_n$ vanish there and add $\theta_v=g_v\sin ka$, $\theta_c=g_c\sin(ka+1)$. For $(g_v,g_c)=(0.4,-0.7)$, $A_c-A_v=-0.2206$ nm and $\varphi'=-0.2143$ nm. For $(1.5,0.9)$ they are $-0.1943$ nm and $-0.1880$ nm. The difference is $-0.0063$ nm both times.

With both spins the excitation rate is $\Gamma=2.77\times10^9$ s$^{-1}$ per cell, and the current in one chain is
\begin{equation}
J=-e\Gamma\frac Ra=(1.602\times10^{-19}\,\mathrm C)(2.77\times10^{9}\,\mathrm{s^{-1}})\frac{0.00629}{0.245}\simeq11\ \mathrm{pA}.
\end{equation}
At fixed field it is 63 pA at 1.6 eV, close to the gap, and falls to 2.6 pA at 3.0 eV and 0.60 pA at 5.0 eV.

The small displacement matters more than its size suggests. With the other parameters held fixed, the current at 2.0 eV is 22 pA for $u=0$, 11 pA for $-0.003$ nm, 0.7 pA for $-0.006$ nm and $-10$ pA for $-0.009$ nm. The reason lies in (\ref{eq:S}): when $\delta$, $\Delta$ and $\varepsilon$ are small against $t$, the braces are close to $a^2t(a\delta+4ut)$ and vanish at $u\simeq-a\delta/4t=-0.0061$ nm. The full expression vanishes at $-0.0062$ nm. Bond strengths that fall as the inverse square of the projected bond length would satisfy this condition to first order in $u/a$. When the stronger bond is the shorter one, the contrast in bond strength and the contrast in bond length thus oppose each other, and the sign of the current depends on which prevails at the photon energy used. The bracket that multiplies $u$ in (\ref{eq:S}) falls as $\varepsilon$ grows, so a higher photon energy requires a larger displacement to reverse the current.

These parameters are illustrative. The bond strengths and their contrast are of the order used for conjugated chains, while $\Delta$ is simply chosen to represent two unlike sites, as in $-$CH$=$N$-$, and is not derived for that polymer. Because the current is odd in $\Delta$, both its size and its sign depend on this choice. The displacement $u$ is also chosen freely. An electron-lattice coupling of 4.1 eV/\AA, as commonly used for polyacetylene, would tie $\delta=0.25$ eV to $u=-0.0061$ nm, where the current at 2.0 eV is only 0.3 pA. So close to cancellation the diagonal form of the position operator matters as well: a dipole element $\langle A|x|B\rangle$ of 0.001 nm, with opposite signs on the two bonds of a site, moves the 11 pA to $-0.4$ pA or 23 pA, depending on its sign. If parallel chains of equal polarity each occupied 0.2 nm$^2$, the current density would be $5.7\times10^3$ A/cm$^2$, or 0.57 $\mu$A/V$^2$ relative to $E_0^2$. The field corresponds to 13 MW/cm$^2$ in vacuum, a level suited to pulsed light, and chains of opposite polarity would cancel. The assumption of independent electrons is seriously broken. At the pair length $a\sqrt{t^2-\delta^2}/m=0.78$ nm, and with a relative permittivity of 3, the electron-hole attraction is about 0.6 eV. That exceeds the 0.44 eV by which the photon clears the gap, so the correction can be as large as the current itself, and the computed spectrum is no prediction for the polymer. Smearing the transition energies with a Gaussian of standard deviation 0.1 eV, by contrast, raises the computed current by only about 5\%; this estimate leaves out the localization of states by disorder.

The lattice has also been held fixed throughout. Some other limits are milder here. The thermal factor $e^{-m/k_BT}$ at 300 K is of order $10^{-13}$, and the tunnelling exponent for a static field of strength $E_0$ is about 314. The coupling $eE_0|r|=2.4$ meV corresponds to a time of about 0.3 ps. For the golden-rule rate to hold under steady light, coherence must be lost much faster than this, and carriers must leave the resonant states before these fill. At the golden-rule rate, 1 ps creates 0.003 pairs per cell, but these crowd into the few resonant states: if none leave, the filling at resonance after 1 ps is about 0.06 for a coherence time of 10 fs and 0.16 for 30 fs.

Finally, (\ref{eq:Jchain}) describes excitation alone. The reverse transition has the opposite shift, because exchanging $c$ and $v$ reverses every term of $R$. An electron that relaxes and then emits light at the band edge moves back by 0.0048 nm, a large part of the 0.0063 nm gained. The steady current of an illuminated chain therefore also depends on how carriers relax, recombine or reach the contacts. The numerical output lists the values used here.

\section*{Table of computed values}
\begin{verbatim}
Rice-Mele chain, rough regime of a -CH=N- polymer
t, delta, Delta = 2.5, 0.25, 0.6 eV
cell a = 0.245 nm, displacement u = -0.003 nm
gap = 1.5620 eV, top of spectrum = 10.072 eV
photon energy = 2.0 eV, eps = 1.0 eV
peak field E0 = 0.10 MV/cm
vacuum intensity = 13.27 MW/cm2
e E0 a = 2.450 meV
resonant k a = 2.8899 rad
gauge 1: A_c-A_v = -0.22060 nm, d(arg r)/dk = -0.21430 nm, R = -0.00629 nm
gauge 2: A_c-A_v = -0.19432 nm, d(arg r)/dk = -0.18803 nm, R = -0.00629 nm
closed-form shift R = -0.00629 nm
dipole length |r| = 0.2371 nm
joint density = 0.6489 /(eV a)
excitation rate per cell, both spins = 2.771e+09 1/s
shift current per chain, both spins = 11.407 pA
area per chain = 0.2 nm2
current density = 5.704e+03 A/cm2
density / E0^2 = 0.570 uA/V2
current at 1.6 eV: 63.3567 pA
current at 2.0 eV: 11.4072 pA
current at 3.0 eV: 2.5988 pA
current at 5.0 eV: 0.5961 pA
current at 2.0 eV for u = 0.0 nm: 22.220 pA
current at 2.0 eV for u = -0.003 nm: 11.407 pA
current at 2.0 eV for u = -0.006 nm: 0.674 pA
current at 2.0 eV for u = -0.009 nm: -9.981 pA
current at 2.0 eV vanishes at u = -0.00619 nm
Tests, units e = hbar = a = 1
three-band R: links -0.039019, gauges -0.039019 and -0.039017
smoothed spectrum 2.218502e-04, k sum 2.218505e-04 (1/eV^2)
pulse chain: t = 1, delta = 0.3, Delta = 0.4
pulse: w0 = 2.6, width = 8.0, peak A = 0.003
u = 0.0: charge evolved 2.25813e-06, formula 2.25859e-06
u = -0.03: charge evolved 1.47000e-06, formula 1.47028e-06
Neglected effects, sized for the example
pair length hbar v/(gap/2) = 0.780 nm
electron-hole attraction there = 0.62 eV (eps_r = 3.0)
current ratio with 0.1 eV Gaussian disorder = 1.047
Rabi energy e E0 |r| = 2.371 meV
pairs per cell after 1.0 ps = 2.77e-03
tunnelling exponent at static E0 = 314
thermal factor exp(-gap/2kT) at 300 K = 7.6e-14
shift at the band edge = -0.00482 nm
\end{verbatim}
